# Ionized-Impurity Mobility with Single and Double Donors: a program that tests the result

```python
"""
Result under test: at equal electron density n and equal screening, fully
ionized, uncompensated donors of charge Z have Born mobility mu_Z = mu_1 / Z,
so double donors (Z = 2) give half the mobility of single donors (Z = 1).

Atomic units inside the program:
  n         free-electron density       donors   donor density n / Z
  mass      effective mass              eps      dielectric constant
  kf, ef    Fermi wave number, energy   qs       inverse screening length
  1/tau = 2 pi donors Z^2 mass F(b) / (eps^2 k^3),  b = 4 k^2 / qs^2,
  F(b) = ln(1 + b) - b / (1 + b),       mobility = tau / mass
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import spherical_jn, spherical_yn

BOHR = const.physical_constants["Bohr radius"][0] * 1e10      # angstrom
HARTREE = const.physical_constants["Hartree energy in eV"][0]  # eV
HBAR_EVS = const.hbar / const.e                                # eV s

# Round model parameters
n_ang = 5e-4          # electrons per cubic angstrom
mass = 0.2
eps = 10.0

n = n_ang * BOHR**3
kf = (3 * np.pi**2 * n) ** (1 / 3)
ef = kf**2 / (2 * mass)
qs = np.sqrt(4 * mass * kf / (np.pi * eps))


def potential_q(q, charge):
    """Fourier transform of the screened donor potential."""
    return -4 * np.pi * charge / (eps * (q**2 + qs**2))


def log_factor(b):
    return np.log1p(b) - b / (1 + b)


def born_rate(k, charge, density):
    """Closed formula for the momentum-relaxation rate."""
    b = 4 * k**2 / qs**2
    return (2 * np.pi * density * charge**2 * mass * log_factor(b)
            / (eps**2 * k**3))


# Test: screening from the change of electron density with Fermi energy
def density_at(energy):
    return (2 * mass * energy) ** 1.5 / (3 * np.pi**2)


step = 1e-4 * ef
slope = (density_at(ef + step) - density_at(ef - step)) / (2 * step)
assert abs(4 * np.pi * slope / eps / qs**2 - 1) < 1e-6

# Test: Fourier transform by radial quadrature
for charge in (1, 2):
    for q in (0.3 * kf, kf, 2 * kf):
        radial = quad(lambda r: -charge * np.exp(-qs * r) / eps
                      * np.sin(q * r), 0, 40 / qs, limit=400)[0]
        assert abs(4 * np.pi * radial / q / potential_q(q, charge) - 1) < 1e-6

# Test: random positions add squared charges, also with acceptors present
rng = np.random.default_rng(12)


def sampled_strength(charges, samples=8000):
    """Mean |sum_j Z_j exp(i q.r_j)|^2 for random points in a unit box."""
    positions = rng.random((samples, len(charges), 3))
    q_vector = 2 * np.pi * np.array([1, 2, -1])
    amplitude = np.exp(1j * (positions @ q_vector)) @ charges
    return np.mean(np.abs(amplitude) ** 2)


def compensated_ratio(electrons, acceptors):
    """Mobility of double donors over single donors, same acceptors."""
    return (electrons + 2 * acceptors) / (2 * electrons + 3 * acceptors)


sampled_ratios = []
for electrons, acceptors in ((200, 0), (200, 100)):
    strengths = []
    for charge in (1, 2):
        donor_count = (electrons + acceptors) // charge
        charges = np.concatenate([np.full(donor_count, float(charge)),
                                  np.full(acceptors, -1.0)])
        assert charges.sum() == electrons
        strengths.append(sampled_strength(charges))
    sampled_ratios.append(strengths[0] / strengths[1])
    # statistical error of each ratio is about 1.6 percent
    assert abs(sampled_ratios[-1] / compensated_ratio(electrons, acceptors)
               - 1) < 0.07


# Test: golden-rule collision integral acting on a cos(theta) distribution
def collision_rate(k, charge, density, tilt=0.7):
    """Decay rate of cos(theta), seen by a state at polar angle tilt."""
    cos_out, weight = np.polynomial.legendre.leggauss(300)
    phi = 2 * np.pi * np.arange(400) / 400
    cos_scatter = (np.cos(tilt) * cos_out[:, None]
                   + np.sin(tilt) * np.sqrt(1 - cos_out[:, None]**2)
                   * np.cos(phi))
    q = np.sqrt(np.maximum(2 * k**2 * (1 - cos_scatter), 0))
    loss = (np.cos(tilt) - cos_out[:, None]) / np.cos(tilt)
    integrand = potential_q(q, charge) ** 2 * loss
    solid_angle = np.sum(weight[:, None] * integrand) * 2 * np.pi / 400
    return density * mass * k / (4 * np.pi**2) * solid_angle


for k in (0.5 * kf, kf, 1.5 * kf):
    direct = [collision_rate(k, z, n / z) for z in (1, 2)]
    for z in (1, 2):
        assert abs(direct[z - 1] / born_rate(k, z, n / z) - 1) < 1e-4
    assert abs(direct[0] / direct[1] - 0.5) < 1e-4


# Test: partial waves, with no Born approximation
def phase_shift(l, beta, screen, x_end=60.0):
    """Phase shift for -2 beta exp(-screen x)/x, with x = k r."""
    x0 = 1e-3 * (l + 1)

    def radial_equation(x, y):
        factor = (l * (l + 1) / x**2
                  - 2 * beta * np.exp(-screen * x) / x - 1)
        return [y[1], factor * y[0]]

    start = [1.0, (l + 1) / x0 - beta / (l + 1)]
    solution = solve_ivp(radial_equation, (x0, x_end), start,
                         method="DOP853", rtol=1e-10, atol=1e-12)
    assert solution.success
    u, du = solution.y[:, -1]
    j, dj = spherical_jn(l, x_end), spherical_jn(l, x_end, True)
    y, dy = spherical_yn(l, x_end), spherical_yn(l, x_end, True)
    f, df = x_end * j, j + x_end * dj
    g, dg = -x_end * y, -y - x_end * dy
    return np.arctan((u * df - du * f) / (du * g - u * dg))


def partial_wave_rate(charge, density, strength):
    """Rate at kf for a potential multiplied by strength."""
    beta = strength * charge * mass / (eps * kf)
    delta = np.array([phase_shift(l, beta, qs / kf) for l in range(25)])
    l = np.arange(24)
    sigma = (4 * np.pi / kf**2
             * np.sum((l + 1) * np.sin(delta[:-1] - delta[1:]) ** 2))
    return density * kf / mass * sigma


strengths = (1.0, 0.1, 0.01)
wave_ratio = {}
wave_to_born = {}
for strength in strengths:
    rates = [partial_wave_rate(z, n / z, strength) for z in (1, 2)]
    wave_ratio[strength] = rates[0] / rates[1]
    wave_to_born[strength] = [
        rates[z - 1] / (strength**2 * born_rate(kf, z, n / z))
        for z in (1, 2)]
# remaining difference at the weakest potential is the next Born order
assert abs(wave_ratio[0.01] - 0.5) < 0.005
assert all(abs(value - 1) < 0.02 for value in wave_to_born[0.01])
assert abs(wave_ratio[0.1] - 0.5) > abs(wave_ratio[0.01] - 0.5)


# Test: no bound state, from the zero-energy s wave (y = qs r)
def final_slope(coupling):
    """Positive: no bound state. Negative: a bound state exists."""
    y0 = 1e-4
    solution = solve_ivp(
        lambda y, u: [u[1], -2 * coupling * np.exp(-y) / y * u[0]],
        (y0, 40), [y0 - coupling * y0**2, 1 - 2 * coupling * y0],
        method="DOP853", rtol=1e-10, atol=1e-12)
    return solution.y[1, -1]


coupling = {z: z * mass / (eps * qs) for z in (1, 2)}
assert final_slope(coupling[1]) > 0 and final_slope(coupling[2]) > 0
assert final_slope(1.0) < 0          # control: a stronger centre does bind

# Worked example
b_fermi = 4 * kf**2 / qs**2
print(f"electron density n = {n_ang:.2e} angstrom^-3")
print(f"effective mass = {mass:.2f} electron masses")
print(f"dielectric constant = {eps:.1f}")
print(f"Fermi wave number = {kf / BOHR:.4f} angstrom^-1")
print(f"Fermi energy = {ef * HARTREE:.4f} eV")
print(f"inverse screening length = {qs / BOHR:.4f} angstrom^-1")
print(f"b at the Fermi level = {b_fermi:.3f} (no unit)")
print(f"F(b) = {log_factor(b_fermi):.4f} (no unit)")
mobility = {}
for z in (1, 2):
    rate = born_rate(kf, z, n / z)
    mobility[z] = BOHR**2 / (mass * rate * HBAR_EVS)
    print(f"Z={z}: donor density = {n_ang / z:.2e} angstrom^-3")
    print(f"Z={z}: sum of squared charges = {n_ang * z:.2e} angstrom^-3")
    print(f"Z={z}: hbar/tau = {rate * HARTREE:.5f} eV")
    print(f"Z={z}: Born mobility = {mobility[z]:.4e} angstrom^2/(V s)")
    print(f"Z={z}: Born mobility = {mobility[z] * 1e-16:.2f} cm^2/(V s)")
    print(f"Z={z}: binding parameter Z m/(eps qs) = {coupling[z]:.4f}")
    print(f"Z={z}: Born parameter Z m/(eps kf) = {z * mass / (eps * kf):.4f}")
print(f"Born mobility ratio double/single = {mobility[2] / mobility[1]:.4f}")
print(f"sampled ratio, no acceptors = {sampled_ratios[0]:.3f}")
print(f"sampled ratio, acceptors n/2 = {sampled_ratios[1]:.3f}")
print(f"formula ratio, acceptors n/2 = {compensated_ratio(1, 0.5):.4f}")
for strength in strengths:
    print(f"potential x {strength}: partial-wave mobility ratio = "
          f"{wave_ratio[strength]:.5f}")
    print(f"potential x {strength}: partial-wave/Born rate, Z=1 and Z=2 = "
          f"{wave_to_born[strength][0]:.4f}, {wave_to_born[strength][1]:.4f}")
print("all tests passed")
```

Printed output:

```
electron density n = 5.00e-04 angstrom^-3
effective mass = 0.20 electron masses
dielectric constant = 10.0
Fermi wave number = 0.2455 angstrom^-1
Fermi energy = 1.1486 eV
inverse screening length = 0.1087 angstrom^-1
b at the Fermi level = 20.410 (no unit)
F(b) = 2.1106 (no unit)
Z=1: donor density = 5.00e-04 angstrom^-3
Z=1: sum of squared charges = 5.00e-04 angstrom^-3
Z=1: hbar/tau = 0.02437 eV
Z=1: Born mobility = 2.3747e+18 angstrom^2/(V s)
Z=1: Born mobility = 237.47 cm^2/(V s)
Z=1: binding parameter Z m/(eps qs) = 0.3477
Z=1: Born parameter Z m/(eps kf) = 0.1539
Z=2: donor density = 2.50e-04 angstrom^-3
Z=2: sum of squared charges = 1.00e-03 angstrom^-3
Z=2: hbar/tau = 0.04875 eV
Z=2: Born mobility = 1.1874e+18 angstrom^2/(V s)
Z=2: Born mobility = 118.74 cm^2/(V s)
Z=2: binding parameter Z m/(eps qs) = 0.6954
Z=2: Born parameter Z m/(eps kf) = 0.3078
Born mobility ratio double/single = 0.5000
sampled ratio, no acceptors = 0.486
sampled ratio, acceptors n/2 = 0.572
formula ratio, acceptors n/2 = 0.5714
potential x 1.0: partial-wave mobility ratio = 0.47507
potential x 1.0: partial-wave/Born rate, Z=1 and Z=2 = 1.0797, 1.1363
potential x 0.1: partial-wave mobility ratio = 0.49580
potential x 0.1: partial-wave/Born rate, Z=1 and Z=2 = 1.0087, 1.0172
potential x 0.01: partial-wave mobility ratio = 0.49957
potential x 0.01: partial-wave/Born rate, Z=1 and Z=2 = 1.0009, 1.0017
all tests passed
```
